What a phonon branch flat along one line says about localization

**Q.** I have a calculated phonon branch for a ferroelectric oxide of the hafnia type. Along one line of the Brillouin zone it is flat. Zero dispersion means zero group velocity, so a distortion built from this branch should stay in the unit cell where I put it. I would like to conclude that one cell can hold a bit by itself.

**A.** Zero group velocity where, exactly?

**Q.** On the line: k = (kx, 0, 0), every kx from −π to π.

**A.** Flatness along kx makes only the x component of the group velocity vanish there. The y and z components vanish too if ω is stationary across the line, as it is when ω is unchanged by ky → −ky and by kz → −kz. Let us grant that, and ask which distortion can be built from those wave vectors alone. I count positions R = (nx, ny, nz) in cells, so k is in radians per cell, and I take one mass-weighted displacement u_R per cell. In the harmonic approximation

d²u_R/dt² = −Σ_R′ D(R−R′) u_R′,  ω²(k) = Σ_R D(R) exp(−ik·R).

On your line ky = kz = 0, so the sums over ny and nz carry no phase:

ω²(kx,0,0) = Σ_nx K(nx) exp(−i kx nx),  K(nx) = Σ_{ny,nz} D(nx,ny,nz).

If the left side equals ω0² for every kx, inverting this Fourier series gives K(0) = ω0² and K(nx) = 0 for nx ≠ 0. The converse follows by inserting these values. Now displace one whole plane, u_R = f for nx = 0 and zero elsewhere. The force on a cell in plane nx is −K(nx) f, which vanishes outside the original plane. The plane oscillates at ω0 and its neighbours never move.

**Q.** So it is localized.

**A.** In x, yes. In y and z it is an infinite sheet. Flatness makes the sum of the couplings between two planes vanish, not each coupling. Displace one cell instead of a plane and the separate couplings act.

**Q.** Could they really be large while the sum vanishes?

**A.** Here is a model to answer that:

ω² = ω0² + Ay(1 − cos ky)(1 + η cos kx) + Az(1 − cos kz).

At ky = kz = 0 both brackets vanish, so the line is flat. I choose round values: ω0/2π = 4 THz (16.5 meV), Ay/(2π)² = 5 THz², Az/(2π)² = 3 THz², η = 0.5, cell spacing a = 0.5 nm. The part coupling neighbouring x planes is

Ayη cos kx − Ayη cos kx cos ky.

Writing each cosine as half a sum of two exponentials gives D(1,0,0) = Ayη/2 and D(1,±1,0) = −Ayη/4. Divided by (2π)², these are 1.25 and −0.625 THz². Their plane sum is 1.25 − 2 × 0.625 = 0, as required, though no single one is zero.

On the parallel line ky = π, kz = 0 we have f² = 16 + 10(1 + 0.5 cos kx) THz², so f runs from 4.58 to 5.57 THz. The same direction of k is flat on one line and dispersive on another.

**Q.** Still, a packet could be made mostly from the flat line.

**A.** A line has zero volume in a three-dimensional zone, so a packet of finite energy cannot be made from it alone. Confinement in y and z requires a range of ky and kz. To see what that range does, define

ψ_k = ω u_k + i p_k,  p = du/dt.

Since dp_k/dt = −ω²u_k,

dψ_k/dt = ωp_k − iω²u_k = −iω(ωu_k + ip_k) = −iωψ_k,

so ψ_k(t) = φ_k exp(−iωt), with φ_k the initial value.

In real space, ψ_R = (Ωu)_R + ip_R, where Ω multiplies each Fourier component by ω. Because ω(k) = ω(−k), Ωu is real, and |ψ_R|² = (Ωu)_R² + p_R². Its sum over cells is twice the total energy. I use |ψ_R|² as the energy distribution; the assignment to cells is slightly nonlocal, because Ω reaches to neighbours.

**Q.** And the width of that distribution?

**A.** Let ∫ denote the average over the zone, so that ψ_R = ∫ψ_k exp(ik·R). A factor R_i can be written as −i∂/∂k_i acting on the exponential. Integrating by parts, with no boundary term because everything is periodic in k, gives

R_iψ_R = ∫ i(∂_iψ_k) exp(ik·R).

Parseval's theorem then yields Σ_R R_i²|ψ_R|² = ∫|∂_iψ_k|². With v_i = ∂ω/∂k_i,

∂_iψ_k = (∂_iφ − i t v_iφ) exp(−iωt),

and expanding the square,

Σ_R R_i²|ψ_R|² = ∫|∂_iφ|² + 2t ∫v_i Im[(∂_iφ)*φ] + t² ∫v_i²|φ|².

For a kick to the single cell R = 0, u = 0 and p_k is the same for all k. Then φ is constant, the first two terms vanish, and after division by the total weight

⟨R_i²⟩ = t²⟨v_i²⟩,

where the average on the right covers the whole zone. Your line contributes nothing to it, either way.

**Q.** That is for one particular kick. A cleverly shaped packet might avoid spreading.

**A.** Let φ be normalized, ∫|φ|² = 1. The centre of the packet is

Σ_R R_i|ψ_R|² = ∫φ* i∂_iφ + t∫v_i|φ|².

Subtracting its square from the second moment, the variance has the t² coefficient

∫v_i²|φ|² − (∫v_i|φ|²)²,

which is the variance of v_i over the packet. It vanishes only if v_i is constant wherever φ is nonzero. A normalizable packet occupies a set of nonzero volume in the zone. Suppose the branch is isolated, with ω positive and analytic in k. An analytic function constant on such a set is constant throughout. But ω is periodic, so v_i averages to zero over a period in k_i; the constant must be zero, and ω does not depend on k_i at all.

So, under these assumptions and for a finite initial width, every packet spreads in each direction i in which ω varies anywhere in the zone. Shaping can delay the spreading, not prevent it.

**Q.** Real branches have eigenvectors with many components. Does that rescue me?

**A.** No. Put φ_k = c(k)e(k), with e the normalized eigenvector and the product smooth in k. The derivation is unchanged if |…|² is read as a sum over components. The t² term contains |c|²v_i²; the eigenvector adds an initial width through ∫|∂_iφ|². Even a branch flat in the whole zone may therefore have packets wider than one cell, though they do not grow. Likewise the stationary sheet may be thicker than one cell.

As a test I took a two-atom chain with masses 1 and 2 and alternating springs 1 and 0.6, in arbitrary consistent units. I kicked the first atom and kept the optical-branch part. By time 30 the sum Σ R²|ψ_R|², taken directly over cells and not divided by the weight of the optical part (which is less than one), had grown by 5.35783. The t² term gives 5.35783.

**Q.** Now put numbers on the oxide model. Perhaps the spreading is negligible.

**A.** Differentiating ω² gives

2ωv_x = −Ayη sin kx (1 − cos ky),
2ωv_y = Ay sin ky (1 + η cos kx),
2ωv_z = Az sin kz.

For an estimate of the y speed, replace ω² in the denominator by its zone average. The cosines average to zero, so this is (2π)² × (16 + 5 + 3) = (2π)² × 24 THz². With ⟨sin²ky⟩ = 1/2 and ⟨(1 + η cos kx)²⟩ = 1 + η²/2 = 1.125,

⟨v_y²⟩ ≈ (2π)² × 25 × 0.5 × 1.125/(4 × 24) ≈ 5.8 (cells/ps)².

The root is 2.4 cells/ps, or 1.20 nm/ps. The full average gives 1.19 nm/ps, with 0.66 along x and 0.69 along z.

As a test of the spreading law, Newton's equations were integrated in real space on 32 × 32 × 32 cells after a one-cell kick. After 1 ps the rms widths were 0.656, 1.191 and 0.691 nm, equal to the zone-average predictions at this precision.

The kicked cell keeps 57% of the energy at 0.25 ps, which is one period of the flat-line mode, 9% at 0.5 ps and 0.2% at 1 ps. By then the inverse sum of squared energy shares, a measure of the number of occupied cells, is 134.

**Q.** You even have motion along x, the direction in which my branch is flat.

**A.** Yes, because of the parallel lines. At 1 ps only 40% of the energy is in the original x plane. If I set η = 0 and keep the other parameters, ω no longer depends on kx anywhere. All the energy then stays in the plane, but it spreads sideways: the kicked cell holds 0.8% at 1 ps, and about 25 cells are occupied. So even flatness in kx on every parallel line gives, by itself, confinement in one direction, not three.

**Q.** Yet I have seen simulated patches, one cell thick and several cells wide, that seem to sit still.

**A.** This short-range model produces the same appearance, though that does not show it is the cause in your simulations. Take a patch one cell thick in x, with a Gaussian amplitude of energy width σ cells in y and z. Then |φ|² ∝ exp[−2σ²(ky² + kz²)], so ⟨ky²⟩ = 1/(4σ²). For wide patches only small ky and kz matter, and 1 − cos q ≈ q²/2 gives

ω ≈ ω0 + [Ay(1 + η cos kx)ky² + Az kz²]/(4ω0).

Hence v_y ≈ Ay(1 + η cos kx)ky/(2ω0). Squaring and averaging over kx and ky,

V_y ≈ Ay√(1 + η²/2)/(4ω0σ).

For σ = 4 cells, or 2 nm, this is 0.260 nm/ps; the average without the small-k expansion is 0.257 nm/ps. A Gaussian φ of constant phase has no term linear in t, so the variance is σ² + V_y²t². The y width grows by √2 when V_y t = σ, at 2.0/0.257 ≈ 7.8 ps. Because V_y falls as 1/σ, this time grows as σ².

Along x the leading velocity is −Ayη sin kx ky²/(4ω0), quadratic in ky, so its rms value falls as 1/σ². Here it is 0.009 nm/ps. In this model the patch is nearly stationary because it is wide and ω is smooth near the line. Its behaviour cannot be carried over to a single cell, nor, as we shall see, to a crystal with long-range dipole forces.

**Q.** What about a static distortion? The flat line gives the same restoring energy for all kx, so a domain one cell thick should cost no more per cell than a uniform one.

**A.** For an infinite sheet, in this harmonic model, that is right. A finite patch has side edges. Let u be the same in a 1 × Ny × Nz block and zero outside. Along a row of Ny cells, cos ky stands for half the sum of the two neighbours. The row contains Ny − 1 neighbouring pairs, so Σu(1 − cos ky)u = u²[Ny − (Ny − 1)] = u². There are Nz such rows, and similarly Ny rows along z. The η term connects u to the next x plane, where u = 0, and contributes nothing. Thus

E = ½u²[ω0²NyNz + AyNz + AzNy].

Relative to the flat-line value ½ω0²u² per cell, the cost is

1 + Ay/(ω0²Ny) + Az/(ω0²Nz).

For a 1 × 6 × 4 patch this is 1 + (5/6 + 3/4)/16 = 1.10. For one cell it is 1 + 8/16 = 1.50. The excess is an edge cost that vanishes only as both lateral sizes grow.

**Q.** Does the flat line leave any trace in the motion of a single cell?

**A.** A slower late decay. The return amplitude after a one-cell kick is ∫exp(−iωt). At late times it comes from places where all three velocity components vanish. Near your line ω ≈ ω0 + ½α_y ky² + ½α_z kz², with α_y = Ay(1 + η cos kx)/(2ω0) and α_z = Az/(2ω0). Each transverse direction gives

∫dq/(2π) exp(−iαq²t/2) = exp(−iπ/4)/√(2παt).

Two such factors give an amplitude proportional to 1/t; the kx integral adds no further decay because ω is constant along the line. An isolated stationary point has three factors and gives t^(−3/2). This model has a second flat line at ky = 0, kz = π, which also gives 1/t.

The two lines have frequencies 4 and √22 = 4.69 THz, so their sum beats with a period near 1.45 ps and 1/t describes its envelope. At 20 ps each line alone has modulus near 0.003, but they nearly cancel: together they have modulus 0.00119, and the isolated points 0.00014. Added with their phases they give 0.00130, against 0.00129 from direct integration over the zone. The energy share is the square of the amplitude, so a flat line's own contribution falls as 1/t². That is slower than the t^(−3) of isolated points, but it still goes to zero.

**Q.** A phonon will not live for 20 ps at room temperature. Does damping stop the spreading first?

**A.** It can, if the energy is lost before it has moved by about one cell. With a rough linewidth of 0.1 THz, full width at half maximum, the energy lifetime is τ = 1/(2π × 0.1 THz) ≈ 1.6 ps. If all k are damped equally and weakly, the surviving energy keeps very nearly the undamped shape. After one lifetime the single-cell kick has rms widths of about 1.0, 1.9 and 1.1 nm, two to four cells. The 2 nm patch has grown along y only to √(2.0² + (0.257 × 1.59)²) ≈ 2.04 nm, or 2%.

**Q.** How close is all this to real hafnia?

**A.** The 0.5 nm spacing, a low optical frequency of a few THz and the 0.1 THz linewidth are rough values for such an oxide. The transverse stiffnesses are chosen, not calculated for hafnia. The widths after one lifetime are smaller than a memory film roughly 10 nm thick, but larger than a cell. Real hafnia has many branches, which may cross, so the isolated-branch assumption can fail.

It is also polar, and long-range dipole forces are missing above. To size them I added to ω² the term

ωp² s_z/(s_x + s_y + s_z),  s_i = 2 − 2cos k_i,

which is the depolarizing energy for polarization along z when Poisson's equation is written with finite differences between cells. It is a simplified stand-in for the true dipole sums. This term vanishes on your line, where s_z = 0, so in the model the line stays flat except at the single point k = 0, where the term is 0/0 and its limit depends on the direction of approach. For a rough strength ωp/2π = 5 THz, the rms velocities along x, y and z become 1.27, 0.82 and 2.24 nm/ps. The x value nearly doubles and the z value more than triples. The y value falls by about 30%: the new term decreases with s_y while the Ay term increases with it, so their slopes oppose each other, and the higher ω also reduces v = ∂(ω²)/∂k/(2ω). This term is not analytic at k = 0, so the general theorem does not cover it, but the computed velocities show spreading in all three directions.

The patch results above do not survive this term. Near k = 0 it is ωp² kz²/k². For a patch with ky, kz of order 1/σ it changes by about ωp² as kx crosses a range of order 1/σ. A share of the patch's weight proportional to 1/σ therefore has velocities proportional to σ. The mean square velocity scales as σ, so the rms velocity grows as √σ instead of falling, although the share of energy that runs away shrinks as the patch widens. The static cost of a finite patch also gains a depolarizing part from its faces normal to z. The 7.8 ps, the 2% and the 1.10 belong to the short-range model only.

**Q.** Switching a ferroelectric is not a small oscillation. Could a large distortion remain in one cell after all?

**A.** It could, for a different reason. Add a hardening quartic energy in each cell, equal to the quadratic one at 0.05 nm, a rough switching displacement. Take a mode mass of 16 u. With its neighbours held fixed, a cell oscillates harmonically at √24 = 4.90 THz.

Treat the motion classically and give the kick the energy of one quantum, for which the harmonic amplitude is 0.016 nm. The quartic term raises the cell frequency to 5.23 THz, still inside the band, which extends from 4 to 6.08 THz. After 1 ps, 0.2% of the energy is on the kicked cell, counting its kinetic, quadratic and quartic parts.

For a kick that would carry an isolated cell to 0.05 nm, the frequency is 7.69 THz, above the band, and 94% remains after 1 ps. A steady oscillation at ω_d above the band drives its neighbours with the response 1/(ω_d² − ω²(k)). This has no pole for real k, so the response decays exponentially with distance instead of radiating. The symmetric potential adds only odd multiples of ω_d, which lie higher still. This argument is for one branch with short-range forces. A real oxide has other branches at such frequencies, into which the cell can radiate, and dipole forces turn the exponential tail into a power law.

The run shows retention for 1 ps, not for the life of a memory, and this single-well energy has no second stable state in which to store a bit. What holds the energy there is the nonlinearity; the branch is equally flat on your line in both runs.

**Q.** Then what should I look for before calling a phonon localized?

**A.** Compute ω over the whole zone and compare v_i,rms τ with one cell spacing in each of the three directions. If all three are much smaller, a one-cell kick dies before it spreads appreciably within the branch; its energy has then gone into other phonons, so this is loss, not storage. Check separately how wide the branch's own packet is at the start, since the eigenvectors set that. For stored polarization you need more: the energies of the competing states and the barriers between them at full amplitude, which a harmonic spectrum does not contain. For this model, the numerical output below lists v_i,rms τ as the rms widths after one lifetime.

Computed results

```
cell spacing: 0.5 nm; flat-line frequency: 4.0 THz = 16.54 meV
AY/(2pi)^2 = 5.0 THz^2, AZ/(2pi)^2 = 3.0 THz^2, ETA = 0.5
line ky=kz=0: 4.000 to 4.000 THz
line ky=pi, kz=0: 4.583 to 5.568 THz
band top: 6.083 THz
force constant to cell (1,0,0), /(2pi)^2: 1.250 THz^2
force constant to cell (1,1,0), /(2pi)^2: -0.625 THz^2
rms velocity x,y,z (nm/ps): [0.656 1.191 0.691]
Newton rms width x,y,z after 1 ps (nm): [0.656 1.191 0.691]
formula rms width x,y,z after 1 ps (nm): [0.656 1.191 0.691]
energy share left in kicked cell at 0.1 ps: 0.9159
energy share left in kicked cell at 0.25 ps: 0.5701
energy share left in kicked cell at 0.5 ps: 0.0869
energy share left in kicked cell at 1.0 ps: 0.0017
energy share in plane x=0 at 1 ps: 0.404
cells occupied at 1 ps, 1/sum(w^2): 134.3
ETA=0: share in plane x=0 at 1 ps: 1.000000
ETA=0: share in kicked cell at 1 ps: 0.0076
ETA=0: cells occupied at 1 ps: 25.3
two-atom chain: growth of second moment 5.35783, law 5.35783 cells^2
patch width sigma: 2.0 nm
patch rms velocity x,y,z (nm/ps): [0.0093 0.257  0.1456]
patch formula for y: 0.2603 nm/ps
time for patch y-width to grow by sqrt(2): 7.78 ps
static cost per cell / flat-line value, one cell: 1.500
same, patch 1x6x4: 1.099
return amplitude modulus at 20 ps, quadrature: 0.00129
same, lines plus points: 0.00130
moduli: flat lines 0.00119, isolated points 0.00014
linewidth 0.1 THz: energy lifetime 1.59 ps
rms width x,y,z after one lifetime (nm): [1.04 1.9  1.1 ]
polar strength 5.0 THz: rms velocity x,y,z (nm/ps): [1.27 0.82 2.24]
quartic = quadratic energy at 0.05 nm, mode mass 16 u
harmonic one-quantum amplitude: 0.0161 nm
one-cell frequency, harmonic: 4.899 THz
same, one-quantum kick: 5.232 THz
same, amplitude 0.05 nm: 7.687 THz
on-site energy share at 1 ps, harmonic: 0.001
same, one-quantum kick with quartic term: 0.002
same, kick reaching 0.05 nm with quartic term: 0.943
```
